Does subtracting the bare-wafer curvature isolate the film stress?

**Question**

I measure the curvature of a wafer before and after depositing a film, subtract the two values, and put the difference into Stoney's formula. The bare wafer is not flat: it is 200 µm thick, 100 mm in diameter, and has a nearly spherical bow of about 200 µm. I assumed that the subtraction takes care of this. A colleague says that a bowed wafer is stiffer than a flat one, so that the curvature change is always too small and I always underestimate the stress. Who is right, and how large is the error?

**Answer**

Neither statement holds in general. Subtraction removes the initial shape from the reading, but not its effect on the stiffness. If the bow is stress-free and the film changes it only slightly, your colleague is right, and for your wafer the error is large. If the film pushes the wafer past flat, the error can change sign.

**The flat wafer**

Let the wafer have radius R, thickness h, Young modulus E and Poisson ratio ν, isotropic in its plane. The film has thickness h_f ≪ h and uniform equibiaxial stress σ, so it pulls with a force per length f = σh_f. Curvature is positive when the wafer is concave towards the film, and tensile stress is positive.

For a uniform curvature change k and mid-plane strain ε0, the strain at the film is ε0 − hk/2 in both directions. The energy per area is

U = Ehε0²/(1−ν) + D(1+ν)k² + 2f(ε0 − hk/2), D = Eh³/[12(1−ν²)].

Setting ∂U/∂ε0 = 0 gives ε0 = −f(1−ν)/(Eh). Setting ∂U/∂k = 0 gives 2D(1+ν)k = fh. Since 2D(1+ν) = Eh³/[6(1−ν)], this is Stoney's result:

k_S = 6f(1−ν)/(Eh²).

**What the bow adds**

Let the bare wafer have the stress-free shape w0 = κ0r²/2, with bow b = κ0R²/2. The slopes are small, and I take the response to be axisymmetric. If the film adds a deflection w and a radial displacement u, the mid-plane strains are

ε_r = u' + w0'w' + w'²/2, ε_θ = u/r.

The extra terms in ε_r are the change of half the squared slope, ½(w0'+w')² − ½w0'².

Write each strain as ε0 + e, with ε0 as above. The stretching energy then contains the cross term Ehε0(e_r+e_θ)/(1−ν) = −f(e_r+e_θ), which cancels the film term +f(e_r+e_θ). The uniform contraction therefore does not couple to bending, and the net membrane forces N_r and N_θ come from e alone.

For a uniform curvature change, w = kr²/2, eliminating u gives

(r e_θ)' − e_r = −(κ0k + k²/2)r² = −½ΔG r²,

ΔG = (κ0+k)² − κ0² = k(2κ0+k).

ΔG is the change in Gaussian curvature. A sheet cannot change it without in-plane strain, and this is the source of the extra stiffness.

In-plane equilibrium requires N_θ = (rN_r)', and the free edge requires N_r(R) = 0. Try N_r = A(R²−r²), so that N_θ = A(R²−3r²). With Ehe_r = N_r − νN_θ and Ehe_θ = N_θ − νN_r,

Eh[(r e_θ)' − e_r] = A[(R²−9r²) − ν(R²−3r²) − (R²−r²) + ν(R²−3r²)] = −8Ar².

Hence A = EhΔG/16. For positive ΔG the centre is in tension and the rim in hoop compression.

To average the energy over the disc, put s = r²/R² and integrate over s from 0 to 1. The averages of (1−s)², (1−3s)² and (1−s)(1−3s) are 1/3, 1 and 0. The membrane energy per area is therefore

U_m = [A²R⁴/(2Eh)](1/3 + 1) = EhR⁴ΔG²/384.

Now minimize D(1+ν)k² − fhk + U_m. Since dΔG/dk = 2(κ0+k),

2D(1+ν)k − fh + (EhR⁴/96) k(κ0+k)(2κ0+k) = 0.

Division by 2D(1+ν) gives

k[1 + c(κ0+k)(2κ0+k)] = k_S, c = (1−ν)R⁴/(16h²). (1)

The true curvature change is not uniform, so it matters which curvature k stands for. The bending work of the film is proportional to the integral of w'' + w'/r over the disc, which depends only on the edge slope. The derivative of the minimum energy per area with respect to f is thus −h w'(R)/R, apart from the separate contraction term. A first-order error in the assumed shape changes the minimum energy only to second order. Equation (1) is therefore the correct leading correction for the edge-slope curvature k_edge = w'(R)/R.

**When the change is too small, and when it is too large**

For |k| ≪ |κ0| the product in (1) tends to 2κ0². With κ0 = 2b/R²,

k_S/k_edge ≈ 1 + (1−ν)b²/(2h²). (2)

This is your colleague's effect. It does not depend on the sign of the bow.

Now take κ0 > 0 and a compressive film, so that k < 0. The product (κ0+k)(2κ0+k) is positive until the wafer is flat, negative between flat and the mirror image of the initial shape, and positive again beyond. In the middle range the curvature change of a weightless wafer exceeds Stoney's value. Gravity narrows this range: with your wafer resting on a ring at its edge, film side up, the subtracted readings in part of it fall about 2 to 4% below Stoney's value.

At the two boundaries Stoney's value solves the full nonlinear shallow-shell equations. At k = −κ0 the wafer is flat, so its membrane forces have no transverse component and only bending balances the film. At k = −2κ0 the Gaussian curvature is back at its initial value and the membrane forces vanish.

For deep bows the flat state becomes unstable. The slope dk_S/dk from (1) at k = −κ0 is 1 − cκ0² = 1 − (1−ν)b²/(4h²), which turns negative near b = 2.3h for ν = 0.26. This overestimates the threshold, because it allows only uniform curvature changes. If the curvature may vary along the radius, the flat state already becomes unstable near b = 1.9h, and the wafer then snaps through instead of passing smoothly through flat.

**A bow comparable to the thickness**

At b = h, equation (2) is too crude. For a small film signal the problem can be solved without assuming uniform curvature. Let θ = w' and ψ = rN_r, so that N_θ = ψ'. To first order in the film signal, the right side of the strain condition is −κ0rθ, and

Eh[(r e_θ)' − e_r] = (rψ' − νψ)' − ψ/r + νψ' = r Lψ, Ly = y'' + y'/r − y/r².

Varying the energy with respect to θ gives the bending equation. The two equations are

Lψ = −Ehκ0θ, D Lθ = κ0ψ.

The edge conditions are ψ(R) = 0 and D(θ' + νθ/R) = fh/2 = D(1+ν)k_S. Eliminating ψ gives

L²θ = −λ⁴θ, λ⁴ = Ehκ0²/D = 12(1−ν²)κ0²/h².

Because L J1(qr) = −q²J1(qr), the solution regular at the centre is θ = Re[C J1(qr)] with q = λe^{iπ/4}, so that q² = iλ². The second equation then gives ψ = (Dλ²/κ0) Im[C J1(qr)]. The free edge makes C J1(qR) real, hence

θ(r) = θ(R) Re[J1(qr)/J1(qR)].

Let z = qR = ρe^{iπ/4} and G = Rθ'(R)/θ(R) = Re[zJ1'(z)/J1(z)]. The moment condition reads (G+ν)θ(R)/R = (1+ν)k_S, so

k_edge/k_S = (1+ν)/(ν+G), ρ⁴ = 48(1−ν²)(b/h)². (3)

For small ρ, J1(z) = (z/2)(1 − z²/8 + z⁴/192 − …), and so zJ1'/J1 = 1 − z²/4 − z⁴/96 − …. Here z² is imaginary and z⁴ = −ρ⁴, which gives G ≈ 1 + ρ⁴/96 and recovers (2).

An instrument may read something other than the edge slope. Integrating θ gives the bow height, and θ'(0) is the curvature at the centre:

k_bow = 2[w(R)−w(0)]/R² = k_edge · 2Re[(1−J0(z))/(zJ1(z))],

k_centre = k_edge · Re[z/(2J1(z))].

Expanded to order ρ⁴, the two ratios to k_edge are 1 − 5ρ⁴/1152 and 1 − ρ⁴/96. Let δ = (1−ν)b²/(2h²) be the leading edge loss. Then ρ⁴/96 = (1+ν)δ, and the total leading losses are δ[1 + 5(1+ν)/12] for the bow and δ(2+ν) for the centre. The centre loses more than twice as much as the edge.

I compared these formulas with a direct minimization of the nonlinear energy in the displacements, for b/h = 0.5, 1 and 2 and a very small film signal. All three ratios to k_S agreed within 0.0001. When only the in-plane stiffness was reduced a thousandfold at b = h, the edge loss fell to 0.001(1−ν)/2 within 2%, as expected if membrane stretching is the cause.

**Your wafer**

I take silicon (111), whose in-plane elasticity is isotropic. A (100) wafer is not isotropic in its plane, so the factors below do not apply to it exactly. With its own biaxial modulus of about 181 GPa in Stoney's formula, its small-signal factors at b = h, averaged over direction, are 2 to 4% lower. For the (111) plane, rough elastic constants give E = 170 GPa, ν = 0.262 and E/(1−ν) = 229.8 GPa; the later digits are kept only so that the arithmetic can be followed. Let the film be 100 nm thick with a tensile stress of 300 MPa, so f = 30 N/m. Then

k_S = 6 × 30 / (229.8×10⁹ × (200×10⁻⁶)²) = 0.0196 m⁻¹,

which is a bow change of 24.5 µm. You do not say which way the wafer is bowed; I take it to be concave towards the film, so the initial curvature is +0.16 m⁻¹, and ρ = 2.59. The nonlinear calculation gives these apparent stresses when Stoney's formula is applied to the subtracted reading:

- Edge slope: 223 MPa.
- Bow height: 184 MPa, from a bow change of 15.0 µm.
- Curvature at the centre: 132 MPa.

The small-signal factors are 0.762, 0.640 and 0.474. Dividing by them gives 293, 288 and 278 MPa, which is 2 to 7% below the true stress. The remainder is a finite-signal effect. For the edge slope, (1) shows its sign: a tensile film deepens this bow and raises the product above 2κ0², while a compressive film lowers it. With the same film in compression, the edge reading is 0.782 of Stoney's value instead of 0.745.

The net membrane forces involved are small. Divided by the wafer thickness, they are about 0.10 MPa at the centre and −0.23 MPa in the hoop direction at the rim. The mid-plane stress in the wafer itself also contains the uniform contraction, −f/h = −0.15 MPa, which does not couple to bending. The net forces matter because the bending stress at the wafer face is small too. Averaged over the wafer it is 229.8 GPa × 0.0146 m⁻¹ × 100 µm ≈ 0.34 MPa.

For the opposite error, take a 1 µm film at −368 MPa on the same wafer. Its Stoney curvature is −1.5κ0, between flat and mirrored. Without gravity, the edge, bow and centre readings are now 4.7%, 7.2% and 10.8% larger than Stoney's value. With the wafer resting on a ring at its edge, film side up, the excess falls to 3.4%, 5.2% and 7.8%.

**Where the bow comes from**

So far the bow was stress-free. Suppose instead that the wafer is naturally flat and bent by residual stress in a surface layer. Equation (1) with κ0 = 0 reads k + ck³ = k_S, where k_S now includes the residual layer. The stiffness against a further small film is the derivative at k = 2b/R²:

dk_S/dk = 1 + 3ck² = 1 + 3(1−ν)b²/(4h²).

The leading correction is 1.5 times that in (2), for the same measured bow. With the bow held at 200 µm and the 300 MPa film added, the edge, bow and centre readings are 0.68, 0.53 and 0.34 of Stoney's value. For the stress-free bow they are 0.74, 0.61 and 0.44. The bow height alone does not determine the correction.

**How this compares with real wafers**

For a stress-free bow and a small film signal, the error is set mainly by b/h and more weakly by Poisson's ratio. At b/h = 0.1 these losses are 0.4 to 0.8%, depending on the reading. If the film signal and the sag under gravity each deepen the bow by a tenth, the edge-slope and bow-height errors after plain subtraction are still below 1%, while the error at the centre is 1.2%. For a wafer of your dimensions with a bow of only 20 µm, both effects are much larger than a tenth of the bow: the 300 MPa film gives losses of 1.3 to 2.9% without gravity, and 2.8 to 6.4% if the wafer rests on a ring at its edge, film side up. For this ν, the edge-slope error reaches 1% at b/h = 0.17. For a given bow, a thinner wafer has a larger error over the range tabulated below, b/h = 0.1 to 2. At b/h = 2 the small-signal factors are 0.53, 0.31 and 0.03, so a reading at the centre is then almost blind to the film, and dividing it by so small a factor does not give a reliable stress.

For the 100 nm film on your wafer, gravity is the largest of the neglected effects that I sized. A flat wafer of your dimensions, resting on a ring at its edge, sags by 15 µm. With your bowed wafer resting this way, film side up, in both measurements, the three readings fall to 0.72, 0.59 and 0.40 of Stoney's value. That is a further drop of about 3, 5 and 9% relative to the weightless case. An error of 1 µm in the wafer thickness changes the apparent stress from Stoney's formula by 1%. The finite film thickness, for equal moduli and a fixed misfit strain between film and wafer, costs 0.15% of the curvature for the 100 nm film and 1.5% for the 1 µm film. Real bows also contain saddle-shaped and irregular parts, which this model does not cover.

For your data, first establish which curvature the instrument reports and whether the bow is stress-free. If it is, and the film signal is small compared with the bow, divide the apparent stress by the matching factor. A curvature fitted over part of a diameter needs its own factor, obtained by applying the same fit to θ(r). If the film signal is not small, or if residual stress causes the bow, solve the nonlinear problem for that case. The numerical output below lists the main values used here.

Numbers as computed

```
Si(111) in-plane Young modulus: 169.7 GPa
Si(111) in-plane Poisson ratio: 0.2617
Biaxial modulus: 229.8 GPa
Wafer radius: 50 mm; thickness: 200 um
Initial bow: 200 um; initial curvature: 0.1600 1/m
Film thickness: 100 nm; true stress: 300 MPa
Film force: 30.0 N/m
Stoney curvature change: 0.01958 1/m
Stoney bow change: 24.47 um
Shell parameter rho: 2.5859
Leading-order stiffness factor: 1.3692
edge slope: actual curvature change 0.01458 1/m
edge slope: linear reading factor 0.7621
edge slope: apparent stress 223.4 MPa
edge slope: recovered stress 293.1 MPa
edge slope: compressive film, reading/Stoney 0.7816
bow height: actual curvature change 0.01203 1/m
bow height: linear reading factor 0.6399
bow height: apparent stress 184.4 MPa
bow height: recovered stress 288.1 MPa
bow height: compressive film, reading/Stoney 0.6684
centre: actual curvature change 0.00861 1/m
centre: linear reading factor 0.4738
centre: apparent stress 131.9 MPa
centre: recovered stress 278.4 MPa
centre: compressive film, reading/Stoney 0.5127
Actual bow change, tensile film: 15.04 um
Net membrane stress at centre: 0.0969 MPa
Net hoop membrane stress at edge: -0.2303 MPa
Reading/Stoney for small film signal (edge, bow, centre):
  b/h = 0.10: 0.9963, 0.9944, 0.9917
  b/h = 0.25: 0.9777, 0.9660, 0.9496
  b/h = 0.50: 0.9189, 0.8766, 0.8177
  b/h = 1.00: 0.7621, 0.6399, 0.4738
  b/h = 2.00: 0.5343, 0.3098, 0.0295
b/h for 1% edge-slope error: 0.1658
Past-flat case: film 1 um, -367.7 MPa
Past-flat reading/Stoney (edge, bow, centre): 1.0471, 1.0723, 1.1081
Residual-stress bow, reading/Stoney (edge, bow, centre): 0.6808, 0.5286, 0.3408
Gravity sag of flat wafer on edge ring: 15.30 um
With gravity, film reading/Stoney (edge, bow, centre): 0.7248, 0.5851, 0.3983
Finite film thickness, equal moduli, curvature loss: 0.150 %
Same loss for the past-flat film: 1.49 %
Stress error from 1 um wafer-thickness error: 1.00 %
Squared initial edge slope: 6.40e-05 (no unit)
```
